# Where Gaussian statistics fail for point-like Yukawa dopants

## Definitions and conventions

Ionized donors sit at independent random points with mean density $N$ (Poisson statistics). At distance $r$ each one lowers the energy of a conduction electron by the well depth

$$v(r)=\frac{A}{r}\,e^{-r/L},\qquad A=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r},$$

where $L$ is the screening length. The total depth at a fixed point is $V=\sum_j v(r_j)\ge 0$, and the electron's potential energy is $-V$. The mean of $V$ is a rigid shift, which the neutralizing background removes. The fluctuations matter here.

The cumulants $\kappa_n$ are defined, when they exist, by

$$\ln\langle e^{itV}\rangle=\sum_n \kappa_n\frac{(it)^n}{n!}.$$

$\kappa_1$ is the mean, $\kappa_2=\sigma^2$ the variance and $\kappa_3$ the third central moment. A Gaussian has $\kappa_n=0$ for $n\ge3$. The skewness is $\kappa_3/\kappa_2^{3/2}$; that of the electron energy $-V$ has the opposite sign.

## From random positions to cumulants

In a volume $\Omega$ the number $M$ of donors is Poisson distributed with mean $N\Omega$, and each donor is uniformly placed. Independence turns the average of the product into a product of averages:

$$\langle e^{itV}\rangle=\sum_M e^{-N\Omega}\frac{(N\Omega)^M}{M!}\left[\frac1\Omega\int_\Omega e^{itv}d^3r\right]^M
=\exp\left[N\int(e^{itv}-1)\,d^3r\right].$$

The last integral is finite for every real $t$: at large $r$ the integrand decays like $v$, and at small $r$ its modulus is at most 2. The distribution of $V$ therefore exists for true point charges. Expanding the exponential in powers of $t$ is a further step, and it can fail. Where it is allowed,

$$\kappa_n=N\int v^n d^3r=4\pi NA^n\int_0^\infty r^{2-n}e^{-nr/L}\,dr .$$

## The short-distance contribution, order by order

The shell volume supplies $r^2$ and the well supplies $r^{-n}$. For $n=1,2$ the integral converges at the origin:

$$\kappa_1=4\pi NA\int_0^\infty re^{-r/L}dr=4\pi NAL^2,\qquad
\kappa_2=4\pi NA^2\int_0^\infty e^{-2r/L}dr=2\pi NA^2L .$$

For $n=3$ the integrand is $1/r$ near the origin. Excluding distances below $a$ and setting $y=3r/L$,

$$\kappa_3(a)=4\pi NA^3\int_a^\infty\frac{e^{-3r/L}}{r}dr=4\pi NA^3E_1\!\left(\frac{3a}{L}\right),\qquad E_1(z)=\int_z^\infty\frac{e^{-y}}{y}dy .$$

Integration by parts gives $E_1(z)=-e^{-z}\ln z+\int_z^\infty e^{-y}\ln y\,dy$. Since $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, with $\gamma$ Euler's constant,

$$\kappa_3(a)\to4\pi NA^3\left[\ln\frac{L}{3a}-\gamma\right]\qquad(a\ll L).$$

Each decade of $a$ adds $4\pi NA^3\ln10$, without limit. The same cutoff changes the variance only to $2\pi NA^2Le^{-2a/L}$, which converges. For $n>3$ the divergence is a power, $\kappa_n\simeq4\pi NA^na^{3-n}/(n-3)$.

Screening cannot remove the logarithm, because it acts at the other end of the integral. If a different screening law changes the well near the donor to $A/r+c$, then $r^2(A/r+c)^3=A^3/r+3A^2c+\dots$; the coefficient of $1/r$ is unchanged and the rest is integrable.

Nor does the logarithm come from the sharp cutoff. Smear the donor over a width $s\ll L$. For $s\ll r\ll L$ the well is still $A/r$, which gives $4\pi NA^3\ln(L/s)$ plus a constant. Inside $r\sim s$ the depth is of order $A/s$, so that region contributes about $Ns^3(A/s)^3=NA^3$, with no logarithm.

## The tail that carries the divergence

Since all depths are positive, one donor inside the radius $r_u$ where $v(r_u)=u$ already makes $V>u$. The condition $v(r_u)=u$ reads $(r_u/L)e^{r_u/L}=A/(uL)$, so $r_u=L\,W(A/(uL))$, with $W$ the Lambert function, defined by $We^W=z$. The probability of at least one donor in that sphere is a lower bound:

$$P(V>u)\ge1-\exp\left(-\tfrac{4\pi}{3}Nr_u^3\right).$$

For large $u$, $r_u\to A/u$ and the bound tends to $4\pi NA^3/(3u^3)$. Because $\langle V^3\rangle=3\int_0^\infty u^2P(V>u)\,du$, the integrand falls no faster than $1/u$, and the third moment is infinite. The mean and variance are finite, so the third central moment is infinite too.

If one close donor dominates the far tail, the bound becomes an estimate:

$$P(V-\kappa_1>u)\simeq\frac{4\pi}{3}Nr_u^3 .$$

The other donors then supply roughly the mean, which is why the excess over the mean appears on the left. The corresponding density, $4\pi NA^3/u^4$, gives $\int u^3p\,du=4\pi NA^3\ln u$: the coefficient found above, with depth $u=A/a$ in place of distance $a$.

## What replaces the cubic term

Let $\tau=tA/L>0$, $x=r/L$, $w=e^{-x}/x$ and $g(y)=e^{iy}-1-iy+y^2/2$. Removing the mean and variance terms leaves

$$\ln\langle e^{itV}\rangle=i\kappa_1t-\tfrac12\kappa_2t^2+4\pi NL^3J,\qquad J=\int_0^\infty x^2g(\tau w)\,dx .$$

For small $\tau$, split the integral at $\delta$ with $\tau\ll\delta\ll1$.

**Outer part.** For $x>\delta$ the argument is small and $g(y)\simeq-iy^3/6$. This part is $-(i\tau^3/6)E_1(3\delta)\simeq-(i\tau^3/6)[-\ln3\delta-\gamma]$.

**Inner part.** For $x<\delta$, $w\simeq1/x$. With $x=\tau/y$ and $\epsilon=\tau/\delta$, it becomes $\tau^3\int_\epsilon^\infty g\,y^{-4}dy$. Three integrations by parts give

$$\int_\epsilon^\infty\frac{g}{y^4}dy=\frac{g(\epsilon)}{3\epsilon^3}+\frac{g'(\epsilon)}{6\epsilon^2}+\frac{g''(\epsilon)}{6\epsilon}+\frac16\int_\epsilon^\infty\frac{g'''}{y}dy .$$

The boundary terms at infinity vanish. At small $\epsilon$, $g\simeq-i\epsilon^3/6$, $g'\simeq-i\epsilon^2/2$ and $g''\simeq-i\epsilon$, so the first three terms sum to

$$-i\left(\tfrac1{18}+\tfrac1{12}+\tfrac16\right)=-\tfrac i6\cdot\tfrac{11}6 .$$

In the last term $g'''=-ie^{iy}$, and rotating the contour gives $\int_\epsilon^\infty e^{iy}dy/y=E_1(-i\epsilon)\simeq-\ln\epsilon-\gamma+i\pi/2$.

Adding the two parts, $\delta$ cancels:

$$J\simeq-\frac{i\tau^3}{6}\left[\ln\frac1{3\tau}+\frac{11}{6}-2\gamma+\frac{i\pi}{2}\right].$$

The neglected pieces are smaller by factors of order $\delta$ and $\tau/\delta$. At $\tau=0.001$ the magnitude of $J$ computed from the full integral is 0.99997 times this formula. The variable $t$ supplies its own cutoff, at a distance of order $At$, so the true function is finite but has no $t^3$ Taylor coefficient.

## Density against logarithm

Set $t=\theta/\sigma$, so that the variance term is $-\theta^2/2$. Since $\sigma L/A=\sqrt{2\pi NL^3}$, the remainder becomes

$$\frac{2}{\sqrt{2\pi NL^3}}\left(-\frac{i\theta^3}{6}\right)\left[\ln\frac{\sqrt{2\pi NL^3}}{3\theta}+\frac{11}6-2\gamma+\frac{i\pi}2\right].$$

At fixed $\theta$ it vanishes as $NL^3\to\infty$, because the square root beats the logarithm. The standardized distribution then tends to a Gaussian. An infinite third cumulant does not forbid a Gaussian centre. It forbids a Gaussian far tail, and it invalidates any correction series built on a finite skewness.

With a cutoff, the two causes of skewness separate into factors:

$$\frac{\kappa_3(a)}{\kappa_2(a)^{3/2}}=\frac{2}{\sqrt{2\pi NL^3}}\;e^{3a/L}E_1\!\left(\frac{3a}{L}\right).$$

The first factor measures how few donors act at once. The second contains the short-distance logarithm.

## The full distribution

To compute probabilities, write $e^{i\tau w}-1=i\tau\int_0^we^{i\tau y}dy$ and exchange the integrations. The region $w(x)>y$ is $x<W(1/y)$, so

$$\int_0^\infty x^2(e^{i\tau w}-1)dx=\frac{i\tau}3\int_0^\infty e^{i\tau y}W(1/y)^3dy=-\frac13\int_0^\infty e^{-q}\,W(-i\tau/q)^3dq .$$

The last step rotates the path to $y=iq/\tau$, with no singularity of $W$ crossed. Multiplying by $4\pi NL^3$ gives $\ln\langle e^{itV}\rangle$. Because $\int_0^\infty\sin(tX)\,dt/t=(\pi/2)\,\mathrm{sgn}\,X$, averaging with $X=V-\kappa_1-u$ yields

$$P(V-\kappa_1>u)=\frac12+\frac1\pi\int_0^\infty\mathrm{Im}\left[e^{-itu}\langle e^{it(V-\kappa_1)}\rangle\right]\frac{dt}{t}.$$

## Heavily doped n-type silicon

Take $5\times10^{19}$ cm$^{-3}$ fully ionized donors at 300 K, so $N=0.05$ nm$^{-3}$, with rough values $\varepsilon_r=11.7$ and density-of-states mass $1.08\,m_0$. Then $A=0.1231$ eV nm. In linear screening a small, slowly varying depth $v$ raises the electron density by $(dn/d\mu)v$, where $\mu$ is the Fermi level. The wells here vary too quickly for this local relation to be accurate; it is used as a simple model, and its error is given near the end. Poisson's equation then gives $1/L^2=4\pi A\,dn/d\mu$. With Fermi–Dirac statistics for a parabolic band, $L=0.731$ nm. Hence

$$\sigma^2=2\pi(0.05)(0.1231)^2(0.731)\ \mathrm{eV}^2\approx3480\ \mathrm{meV}^2,\qquad\sigma\approx59\ \mathrm{meV}.$$

The number of donors per screening volume is small, $NL^3=0.0195$, and the density factor in the skewness is $2/\sqrt{2\pi(0.0195)}\approx5.7$. The first cutoff below is the silicon bond length.

| $a$ (nm) | $\sqrt{\kappa_2(a)}$ (meV) | $\kappa_3(a)$ (meV$^3$) | skewness |
|---|---|---|---|
| 0.235 | 42.8 | $2.73\times10^5$ | 3.5 |
| 0.0235 | 57.1 | $2.17\times10^6$ | 11.7 |
| 0.00235 | 58.8 | $4.77\times10^6$ | 23.5 |

The standard deviation settles while $\kappa_3$ keeps growing. The last decade adds $2.60\times10^6$ meV$^3$, close to the limiting $4\pi NA^3\ln10=2.70\times10^6$ meV$^3$. At the bond length, 400000 random donor configurations gave $\kappa_3=(2.75\pm0.04)\times10^5$ meV$^3$, in agreement with the table.

The first row also shows the weights of the two causes. There the cutoff factor is only $3.5/5.7\approx0.6$, so the large skewness comes from the small number of donors. The growth down the table comes from the cutoff factor, which contains the logarithm and reaches $23.5/5.7\approx4.1$ in the last row.

For the point-donor model without a cutoff, the probabilities of an excess depth above $k\sigma$ are:

| $k$ | full model | Gaussian | one donor |
|---|---|---|---|
| 2 | $2.8\times10^{-2}$ | $2.3\times10^{-2}$ | $2.9\times10^{-2}$ |
| 3 | $1.4\times10^{-2}$ | $1.35\times10^{-3}$ | $1.4\times10^{-2}$ |
| 4 | $7.9\times10^{-3}$ | $3.2\times10^{-5}$ | $7.6\times10^{-3}$ |
| 5 | $4.9\times10^{-3}$ | $2.9\times10^{-7}$ | $4.8\times10^{-3}$ |

The near agreement with the Gaussian at $k=2$ does not persist: at $k=3$ the Gaussian is low by a factor of ten. The one-donor estimate stays within 4% of the full model over these rows. At $k=5$ the single donor must lie within about 0.28 nm, so that row is already at the edge of a continuum description.

Now vary $NL^3$ as a model parameter. The largest difference between the cumulative distribution and the Gaussian, searched in steps of $0.1\sigma$ between $-4\sigma$ and $6\sigma$, falls from 0.25 in the example (0.26 with finer steps) to 0.073 at $NL^3=1$ and 0.016 at $NL^3=100$. The centre recovers. Yet at $NL^3=100$ the probability beyond $6\sigma$ is $1.5\times10^{-4}$, against $9.9\times10^{-10}$ for a Gaussian.

## What the electron feels

An electron does not sample the potential at a point. Take a Gaussian packet whose probability density has standard deviation $s$ along each axis. Its momentum spread is $\hbar/2s$ per axis, so its kinetic energy is $3\hbar^2/(8ms^2)$. Equating this to the mean kinetic energy of the electron gas, 50.6 meV, with the single-valley mass $0.327\,m_0$, gives $s=1.31$ nm. Averaging the potential over the packet lowers the standard deviation from 59 to 14 meV and makes the skewness finite, 0.53. With the kinetic energy held fixed, masses of 0.19 and $0.92\,m_0$, rough values for the two principal directions treated here as isotropic, give 0.38 and 0.95.

A deep potential value is also not a deep level. For the single-valley mass, the unscreened donor has a level at $-32.5$ meV. In the screened well, enclosed in a sphere of radius 40 nm, the lowest level is at $+0.7$ meV: no bound state is found. This depends on the mass: with an isotropic mass of $0.92\,m_0$ the same well does bind a state, by about 4 meV. With the anisotropic valley ($0.19\,m_0$ transverse, $0.92\,m_0$ longitudinal) the unscreened level moves to about $-30$ meV and the screened well again shows no bound state.

## The model beside real silicon

Real material breaks several of the assumptions. An electron does not sample the potential at a point, and the packet estimate cuts the spread about fourfold. Linear screening is also strained, since a single well exceeds $kT$ within 1.08 nm of its donor, and such spheres cover 23% of the volume. For a uniform depth of 59 meV the electron density would rise 1.4 times as much as the linear relation says. The local relation errs the other way, because electrons respond weakly to a potential that varies within their wavelength. Using the wavevector-dependent linear response of the same ideal gas raises $\sigma$ from 59 to about 69 meV and the packet-averaged spread from 14 to about 16 meV, and lowers the skewness at the bond-length cutoff from 3.5 to about 3.2. The silicon figures are therefore estimates, while the logarithm, which comes from the unscreened $A/r$ near each donor, remains under either form of linear screening as long as the donors are treated as point charges in a continuum. Dielectric screening weakens at atomic distances; if it vanished entirely at contact, $A^3$ and the tail coefficient would rise by $11.7^3\approx1600$, but only for distances where that limit applies. Excluding double occupation of lattice sites matters little: with a fraction $c=10^{-3}$ of sites filled, each site's variance carries a factor $1-c$. The discrete positions of the sites matter more. With donors placed only on lattice sites, the skewness is about 4.0 at a host-atom site (that site itself excluded) and about 8.4 at the centre of a bond, against 3.5 for the continuum with the bond-length cutoff.

Nor is $\sigma$ the band-gap narrowing, which also contains many-body shifts. At zero temperature, bare exchange moves the band edge by

$$-\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{4\pi A}{k^2}=-\frac{2Ak_F}{\pi}\approx-49\ \mathrm{meV},\qquad k_F=\left(\frac{3\pi^2N}{6}\right)^{1/3},$$

for six equally filled isotropic valleys; with the 300 K occupation the same integral gives about $-36$ meV. Screening reduces this value strongly: replacing $4\pi A/k^2$ by $4\pi A/(k^2+1/L^2)$, with the 300 K value of $L$, leaves only about $-3$ meV. Correlation adds its own shift.

## Compensated material

Acceptors contribute $-v$. With densities $N_D$ and $N_A$ and a common cutoff,

$$\kappa_n=4\pi A^n\left[N_D+(-1)^nN_A\right]\int_a^\infty r^{2-n}e^{-nr/L}dr .$$

For $N_D=N_A$ the third cumulant cancels, but this does not restore Gaussian statistics. The fourth cumulant still grows as $4\pi(N_D+N_A)A^4/a$, and power-law tails now stand on both sides. A vanishing skewness here reflects the symmetry between the two tails, while each tail separately has a divergent third moment. These statements take $L$ as given. Near exact compensation few free carriers remain to screen: for $N_D=N_A=5\times10^{19}$ cm$^{-3}$ in silicon with intrinsic carriers only, linear screening would give $L$ of tens of micrometres and $\sigma$ far above the band gap, so the linear model does not apply there.

Further digits of most of these values are in the numerical output below.

## Computed values

```
Donor density: 5.0e+19 cm^-3; temperature: 300 K
Relative permittivity: 11.7; density-of-states mass: 1.08 m0
Thermal energy kT: 25.85 meV
Fermi level above band edge, ideal gas: 30.7 meV
Coulomb strength A: 0.1231 eV nm
Screening length L: 0.7311 nm
Energy unit A/L: 168.3 meV
Dopants N L^3: 0.01954
Mean depth before background subtraction: 41.33 meV
Variance of V: 3479.0 meV^2
Standard deviation of V: 58.98 meV
Log coefficient 4 pi N A^3: 1.1713e+06 meV^3
Third-cumulant gain per decade: 2.6968e+06 meV^3
Cutoff 0.23513 nm: k3 2.7267e+05 meV^3, sd 42.76 meV, skewness 3.487
Cutoff 0.02351 nm: k3 2.1732e+06 meV^3, sd 57.12 meV, skewness 11.664
Cutoff 0.00235 nm: k3 4.7712e+06 meV^3, sd 58.79 meV, skewness 23.477
Sampled k3 at bond cutoff: 2.7452e+05 +/- 4.2e+03 meV^3
Number of random configurations: 400000
Tail probabilities P(V - mean > k sd), dimensionless:
k=2: inversion 2.7736e-02, sampled 2.7700e-02, Gaussian 2.275e-02, one-dopant 2.8686e-02
k=3: inversion 1.3751e-02, sampled 1.3895e-02, Gaussian 1.350e-03, one-dopant 1.3563e-02
k=4: inversion 7.8502e-03, sampled 7.9225e-03, Gaussian 3.167e-05, one-dopant 7.6288e-03
k=5: inversion 4.9183e-03, sampled 4.9150e-03, Gaussian 2.867e-07, one-dopant 4.7605e-03
Far tail / one-dopant law at excess 10 A/L: 1.0055
Cubic remainder / predicted at tau=0.001: 0.99997
N L^3=0.01954: largest CDF gap from Gaussian 0.2485
N L^3=1: largest CDF gap from Gaussian 0.0733
N L^3=100: largest CDF gap from Gaussian 0.0157
N L^3=100, k=6: true tail 1.486e-04, Gaussian 9.866e-10
Mean electron kinetic energy: 50.57 meV
Packet width, valley mass 0.327 m0: 1.314 nm
Packet-smoothed standard deviation: 13.54 meV
Packet-smoothed skewness: 0.533
Mass 0.19 m0: width 1.725 nm, skewness 0.383
Mass 0.92 m0: width 0.784 nm, skewness 0.951
Effective Bohr radius: 1.893 nm
Lowest bare-Coulomb level: -32.51 meV
Lowest screened level in 40 nm sphere: 0.685 meV
Radius where one well equals kT: 1.083 nm
Mean-volume radius per donor: 1.684 nm
Volume fraction inside those radii: 0.233
Unscreened-contact factor in tail coefficient: 1602
Fraction of lattice sites occupied by donors: 1.00e-03
Bare exchange shift at band edge, T=0: 49.1 meV downward
```
